# Comment: does correlating all electrons in cc-pVXZ capture neon's core correlation?

**The argument under comment**

The author wants the core correlation energy of the neon atom and reasons as follows. A frozen-core calculation leaves the two 1s electrons uncorrelated. The remedy is to unfreeze them. In the cc-pVTZ basis the second-order Møller–Plesset (MP2) correlation energy then goes from $-264.32$ to $-277.29$ mEh. The difference, $-12.97$ mEh, is presented as the core correlation energy, with an ordinary basis-set error that a larger cc-pVXZ set will remove in the usual way.

The subtraction is sound. The question is whether the basis lets the 1s electrons correlate once they are allowed to. I examine this for X = D, T and Q, with cc-pCVXZ, the same sets augmented for core correlation, as the comparison.

Throughout, the orbitals are canonical closed-shell Hartree–Fock orbitals of the nonrelativistic atom with a point nucleus. The core $c$ is 1s; the valence orbitals $v$ are 2s and the three 2p. Exponents are in bohr$^{-2}$.

**What unfreezing the core does, and what it cannot prove**

Let $i,j$ be occupied and $a,b$ virtual orbitals, all real, with orbital energies $\varepsilon$. In the notation $(ia|jb)$ the product $ia$ belongs to the first electron and $jb$ to the second. The MP2 energy is $\sum_{ij}e_{ij}$, with

$$e_{ij}=\sum_{ab}\frac{g_{ab}\,(2g_{ab}-g_{ba})}{D_{ab}},\qquad g_{ab}=(ia|jb),$$

$$D_{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .$$

Here $g_{ba}=(ib|ja)$. Exchanging $i$ with $j$ and renaming $a\leftrightarrow b$ leaves the sum unchanged, so $e_{ij}=e_{ji}$. Sorting the pairs by class gives

$$E_{\rm all}=e_{cc}+2\sum_v e_{cv}+\sum_{vv'}e_{vv'} .$$

Freezing the core removes every pair containing $c$ and keeps the orbitals, the virtual space and the orbital energies. The last sum is therefore the frozen-core energy, and

$$E_{\rm all}-E_{\rm frozen}=e_{cc}+2\sum_v e_{cv}.$$

I call the first term on the right the core-core part, the second the core-valence part, and their sum the core part. The author's difference is this quantity in the chosen basis.

That the energy falls on unfreezing says nothing about the quality of the basis. Since $D_{ab}=D_{ba}$, the terms $ab$ and $ba$ can be averaged. Their numerators add up to

$$2g_{ab}^2+2g_{ba}^2-2g_{ab}g_{ba}=g_{ab}^2+g_{ba}^2+(g_{ab}-g_{ba})^2\ge 0 .$$

When all virtual orbitals lie above all occupied ones, $D_{ab}<0$, so $e_{ij}\le 0$ for every pair in every basis. Unfreezing the core cannot raise the MP2 energy, however unsuitable the virtual orbitals are. The size of the fall has to be judged separately.

For the 1s pair $i=j=c$, so $g_{ab}=g_{ba}$ and the expression reduces to

$$e_{cc}=\sum_{ab}\frac{(ca|cb)^2}{2\varepsilon_c-\varepsilon_a-\varepsilon_b}.$$

A virtual orbital contributes through its product with the 1s orbital. It must have appreciable amplitude where the 1s electrons are.

**Which functions have the size of the 1s shell?**

A Gaussian with radial factor $r^l e^{-\zeta r^2}$ has the radial weight $r^{2l+2}e^{-2\zeta r^2}$. Define $I_n=\int_0^\infty r^n e^{-2\zeta r^2}dr$. The derivative of $r^{n+1}e^{-2\zeta r^2}$ integrates to zero, because the function vanishes at both ends. Hence

$$0=(n+1)I_n-4\zeta I_{n+2}.$$

With $n=2l+2$ this gives

$$\langle r^2\rangle=\frac{I_{2l+4}}{I_{2l+2}}=\frac{2l+3}{4\zeta}.$$

The root-mean-square radii of the neon orbitals are 0.183 bohr for 1s, 0.983 bohr for 2s and 1.106 bohr for 2p, in cc-pCVQZ; the 2p value rises to 1.108 bohr at the basis-set limit. The steepest p primitive that stands as a basis function of its own in cc-pVTZ has $\zeta=1.143$. Its radius is $\sqrt{5/(4\times1.143)}=1.046$ bohr, the size of the 2p shell. For the steepest d function, $\zeta=4.014$, and the radius is $\sqrt{7/(4\times4.014)}=0.660$ bohr, more than three times that of 1s.

The cc-pCVTZ set adds two s shells, two p shells and one d shell. The added p exponents, 22.83 and 87.02, correspond to 0.234 and 0.120 bohr, on either side of the 1s radius. The added d exponent, 23.17, corresponds to 0.275 bohr.

**How strongly does a mismatch in size suppress the coupling?**

A model with one function for each orbital can be solved in closed form. Represent 1s by a normalized s Gaussian of exponent $\alpha$, and the correlating function by a normalized $p_z$ Gaussian of exponent $\beta$. The integral that matters is the self-repulsion $K=(sp|sp)$ of their product,

$$\rho(\mathbf r)=N_sN_p\,z\,e^{-qr^2},\qquad q=\alpha+\beta .$$

Normalization requires $N_s^2(\pi/2\alpha)^{3/2}=1$ and $N_p^2(\pi/2\beta)^{3/2}/(4\beta)=1$. Therefore

$$N_s^2N_p^2=4\beta\left(\frac{4\alpha\beta}{\pi^2}\right)^{3/2}=\frac{32\,\alpha^{3/2}\beta^{5/2}}{\pi^3}.$$

The Fourier transform of $1/r$ is $4\pi/k^2$, so

$$K=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}|\tilde\rho(\mathbf k)|^2=\frac1{2\pi^2}\int d^3k\,\frac{|\tilde\rho(\mathbf k)|^2}{k^2}.$$

To obtain $\tilde\rho$, write $z e^{-qr^2}=-(1/2q)\,\partial_z e^{-qr^2}$. The derivative becomes a factor $ik_z$, and the Gaussian transforms into $(\pi/q)^{3/2}e^{-k^2/4q}$. Thus

$$|\tilde\rho|^2=N_s^2N_p^2\,\frac{k_z^2}{4q^2}\,\frac{\pi^3}{q^3}\,e^{-k^2/2q}.$$

The angular average of $k_z^2/k^2$ is $1/3$, and $\int e^{-k^2/2q}d^3k=(2\pi q)^{3/2}$. Hence

$$K=\frac{1}{2\pi^2}\,N_s^2N_p^2\,\frac{\pi^3}{4q^5}\,\frac{(2\pi q)^{3/2}}{3}
=N_s^2N_p^2\,\frac{\pi(2\pi)^{3/2}}{24\,q^{7/2}} .$$

Inserting the normalization gives

$$K=\frac{8\sqrt2}{3\sqrt\pi}\,\frac{\alpha^{3/2}\beta^{5/2}}{(\alpha+\beta)^{7/2}} .$$

At fixed $\alpha$, setting $d\ln K/d\beta=0$ gives $5/(2\beta)=7/[2(\alpha+\beta)]$, that is $\beta=5\alpha/2$. The two limits are unequal. For $\beta\gg\alpha$, $K$ falls as $\beta^{-1}$. For $\beta\ll\alpha$ it falls as $\beta^{5/2}$, so $K^2$, which enters the pair energy, falls as $\beta^5$.

Matching $\langle r^2\rangle=3/(4\alpha)$ to the 1s orbital gives $\alpha=22.41$, and $K$ is largest at $\beta=56.02$. This number belongs to the Gaussian model: with the Hartree–Fock 1s orbital, which is more sharply peaked at the nucleus, $K$ is largest near $\beta\approx 100$. For the free p primitive with $\beta=1.143$, $K^2$ is $1.6\times10^{-5}$ of its largest value.

The energy denominator shifts the best exponent downwards. A p Gaussian is the lowest $l=1$ state of an isotropic oscillator of frequency $2\beta$. That state has energy $\tfrac52(2\beta)=5\beta$, half of it kinetic, so the kinetic energy is $5\beta/2$. Exciting both electrons costs $5\beta$ in kinetic energy. If the rest of the denominator is taken as a positive constant $\Delta_0$, the quantity to maximize is $K^2/(\Delta_0+5\beta)$:

$$\frac5\beta-\frac7{\alpha+\beta}-\frac{5}{\Delta_0+5\beta}=0 .$$

The last term lies between 0, for $\Delta_0\to\infty$, and $1/\beta$, for $\Delta_0\to0$. The optimum therefore lies between $\beta=5\alpha/2$ and the solution of $4/\beta=7/(\alpha+\beta)$, which is $\beta=4\alpha/3$. For neon this is the range from 30 to 56. The model neglects the change of nuclear attraction with $\beta$, and this change is not small. In neon it makes the rest of the denominator fall as $\beta$ grows and turn negative before $\beta$ reaches 30, although the whole denominator stays positive. The assumption of a positive constant is therefore a simplification, and the range is a guide and not a bound.

The model also shows how the requirement changes with nuclear charge. A hydrogenic 1s orbital has $\langle r^2\rangle=3/Z^2$, hence $\alpha=Z^2/4$, and the useful exponents grow as $Z^2$. The largest $K$ is proportional to $\sqrt\alpha$, hence to $Z$, while hydrogenic denominators grow as $Z^2$. The ratio $K^2/D$ tends to a constant. In this picture the 1s pair energy does not fade as the shell contracts; it moves to steeper functions.

**The steep primitives are present, but they are not free**

The author could reply that cc-pVTZ does contain steep primitives. It does, and the statement that the set has no tight functions would be too strong. These primitives are tied together in contractions with fixed coefficients, chosen to describe the occupied orbitals. They cannot adjust independently to form correlating orbitals.

This also limits the one-primitive model. Real virtual orbitals are orthogonal to the occupied ones and mix contracted with free functions, so they have some inner structure. The factor $1.6\times10^{-5}$ describes one primitive and does not predict the recovered fraction of the energy.

The role of the contraction can be checked by releasing every primitive of cc-pVTZ. The number of functions rises from 30 to 42, and the core part changes from $-12.97$ to $-50.16$ mEh. The cc-pCVTZ value, with 43 functions, is $-57.45$ mEh. Freedom of the existing primitives thus brings the core part to $50.16/57.45=87\%$ of the cc-pCVTZ result.

The remainder is uneven: the core-core part reaches $32.26/34.65=93\%$, the core-valence part $17.90/22.81=78\%$. Uncontracting adds no steep d function, but the two sets also differ in their s and p functions, so the comparison does not isolate the cause of the remainder.

**Is it the position of the functions or their number?**

The cc-pCVTZ set has 13 more functions than cc-pVTZ, and any enlargement might be suspected of helping. A control set answers part of this. It adds to cc-pVTZ the same number of shells of each angular momentum, but with exponents below the smallest ones already present. Both enlarged sets have 43 functions. The diffuse additions change the core part by $-0.62$ mEh, the tight ones by $-44.48$ mEh. The first change is $0.62/44.48=1.4\%$ of the second, so the number of functions alone does not decide the gain. It does not follow that only functions of 1s size help. The same number of shells with exponents of valence size gives a sizeable part of the tight gain: $-15.0$ mEh for s 0.65 and 1.8, p 0.6 and 2.0, d 2.1, and $-24.4$ mEh for s 0.65 and 1.102, p 0.6 and 3.679, d 2.1. In the second set, s 1.102 and p 3.679 are primitives of the cc-pVTZ contractions, so adding them partly uncontracts the basis.

A second check adds a single p shell to cc-pVTZ and follows the 1s pair energy. Exponents of 15, 40, 100 and 250 change it by $-6.13$, $-16.70$, $-12.50$ and $-3.89$ mEh. The largest effect on this coarse grid is at 40, inside the range suggested by the model. A diffuse shell with exponent 0.1 contributes $-0.03$ mEh.

Between these regions the response is not monotonic: an exponent of 2 gives $-2.56$ mEh, an exponent of 6 only $-1.72$ mEh. The $\beta^5$ law does not describe this part of the scan. A new function acts only through its component outside the p space already present, and the shape of that component need not resemble the function itself. The grid is also too coarse to resolve this region: an exponent of 4.5 gives $-10.99$ mEh, two thirds of the effect at 40, while an exponent of 8 gives only $-0.33$ mEh. The scan does not identify the cause of the irregularity.

**How much is recovered, and in what proportion?**

The MP2 energies in mEh are:

| Basis | core-core | core-valence | core part |
|---|---:|---:|---:|
| cc-pVDZ | −0.25 | −1.80 | −2.04 |
| cc-pVTZ | −4.55 | −8.42 | −12.97 |
| cc-pVQZ | −16.47 | −16.21 | −32.69 |
| cc-pCVDZ | −28.38 | −9.61 | −37.99 |
| cc-pCVTZ | −34.65 | −22.81 | −57.45 |
| cc-pCVQZ | −38.03 | −25.98 | −64.01 |

At equal X the valence sets recover 5.4%, 22.6% and 51.1% of the core part. "Small" is a fair description for D and T. For Q it is about half, and a general statement that valence sets recover almost nothing would be wrong.

The imbalance appears when each part is measured against its own cc-pCVQZ value. In cc-pVTZ, 12% of the core-core part is present but 32% of the core-valence part. In cc-pVQZ the figures are 43% and 62%. The author's $-12.97$ mEh is therefore not a scaled-down copy of the core correlation energy. Its core-core part is about half its core-valence part ($4.55/8.42=0.54$), whereas in cc-pCVTZ the core-core part is the larger ($34.65/22.81=1.52$). No single scale factor repairs both.

The smallest core-valence set has an imbalance of its own, in the opposite direction. Relative to cc-pCVQZ, cc-pCVDZ gives $28.38/38.03=75\%$ of the core-core part and $9.61/25.98=37\%$ of the core-valence part. It adds one s and one p shell but no steep d shell. The label "core-valence" does not by itself guarantee a balanced result at double-zeta level.

**Will a larger valence set remove the error in the usual way?**

The author's last claim concerns convergence. The common two-point extrapolation assumes $E_X=E_\infty+AX^{-3}$. Multiplying by $X^3$ for $X=3$ and $X=4$ and subtracting eliminates $A$:

$$E_\infty=\frac{64E_4-27E_3}{37}.$$

The assumption also fixes the ratio of successive steps:

$$\frac{E_2-E_3}{E_3-E_4}=\frac{1/8-1/27}{1/27-1/64}=4.1 .$$

For the core part in cc-pVXZ the steps are 10.9 mEh from D to T and 19.7 mEh from T to Q, a ratio of 0.55. The steps grow, so over this range the sequence has not begun to settle. The next step is smaller, 7.3 mEh, to $-39.94$ mEh in cc-pV5Z, but that value is still far from the cc-pCVTZ result, and an $X^{-3}$ extrapolation from Q and 5 gives only $-47.5$ mEh. In cc-pCVXZ they are 19.5 and 6.6 mEh, a ratio of 3.0. That is not 4.1, so the law is not accurately obeyed there either, but the steps do shrink.

Extrapolating regardless gives

$$\frac{64(-32.69)-27(-12.97)}{37}=-47.1\ \text{mEh}$$

from the valence sets and $-68.8$ mEh from the core-valence sets. The first estimate does not even reach the $-57.5$ mEh computed directly in cc-pCVTZ. The second is itself an estimate. It overshoots by about 0.9 mEh: a large uncontracted basis with angular momenta up to 8 and an estimate of the remaining tail gives $-67.9$ mEh. The cc-pCVQZ set therefore lacks about 3.9 mEh of the core part, or 6% of the limit, so the percentages relative to cc-pCVQZ flatter all the sets somewhat.

**Two comparisons that can mislead**

The Hartree–Fock energy gives no warning. Between cc-pVTZ and cc-pCVTZ it changes by 0.09 mEh, while the core part changes by 44.48 mEh. A basis can describe the occupied 1s orbital nearly as well as its companion set and still lack the functions that correlate it.

Nor should the missing core correlation be read from the difference of two all-electron energies in different bases. From cc-pVTZ to cc-pCVTZ the all-electron MP2 correlation energy falls by $329.10-277.29=51.81$ mEh. Of this, 44.48 mEh belongs to the core part. The other 7.32 mEh is a lowering of the valence-valence part from $-264.32$ to $-271.65$ mEh, because the added functions also serve the valence electrons. The core part must be formed as all-electron minus frozen-core energy within one basis.

**Does the conclusion depend on MP2?**

The coupled-cluster method CCSD(T) gives $-12.68$ mEh for the same difference in cc-pVTZ and $-58.50$ mEh in cc-pCVTZ. The ratio is 21.7%, close to the 22.6% of MP2. In coupled-cluster theory the pairs influence one another, so this difference also contains the response of the valence correlation to unfreezing the core and does not split into independent pair energies. The deficiency is nevertheless nearly the same in both methods at this basis level.

**What the author should change**

The value $-12.97$ mEh should be described as the lowering obtained by unfreezing 1s in cc-pVTZ, not as the core correlation energy of neon. Against cc-pCVTZ it misses 44.48 mEh, or 116.8 kJ/mol, at the MP2 level.

With cc-pVXZ the consistent choice here is to freeze the core and state that core correlation is omitted. If it is wanted, both the all-electron and the frozen-core calculation should use the same cc-pCVXZ set, preferably at triple-zeta level or above in view of the cc-pCVDZ imbalance. Uncontracting the valence set is a partial remedy.

These results concern the total energy of one atom. In an energy difference between two systems some of the missing core correlation may cancel. How much cancels has not been examined here, and an incomplete, unbalanced core part gives no assurance that it will. The numerical output below lists the main values for the D, T and Q sets.

## Numbers as computed

```
Neon; MP2 pair energies in mEh, HF energies in Eh
cc-pVDZ: 14 functions, HF -128.488776 Eh
  cc -0.246, cv -1.798, core -2.044, vv -185.523 mEh
cc-pVTZ: 30 functions, HF -128.531862 Eh
  cc -4.552, cv -8.417, core -12.969, vv -264.323 mEh
cc-pVQZ: 55 functions, HF -128.543470 Eh
  cc -16.473, cv -16.213, core -32.686, vv -293.573 mEh
cc-pCVDZ: 18 functions, HF -128.488926 Eh
  cc -28.380, cv -9.606, core -37.985, vv -190.317 mEh
cc-pCVTZ: 43 functions, HF -128.531955 Eh
  cc -34.647, cv -22.806, core -57.453, vv -271.647 mEh
cc-pCVQZ: 84 functions, HF -128.543570 Eh
  cc -38.030, cv -25.979, core -64.009, vv -297.506 mEh
Part of the cc-pCVQZ value recovered by cc-pVXZ, percent
  D: cc 0.6, cv 6.9, core 3.2 %
  T: cc 12.0, cv 32.4, core 20.3 %
  Q: cc 43.3, cv 62.4, core 51.1 %
Core part, cc-pVXZ / cc-pCVXZ at equal X, percent: D 5.4, T 22.6, Q 51.1
Core MP2 extrapolated from cc-pCVTZ,QZ: -68.79 mEh
Free shells added by cc-pCVXZ, exponents in bohr^-2
  D: s 12.854, p 40.184
  T: s 12.083, s 31.947, p 22.827, p 87.017, d 23.168
  Q: s 20.180, s 54.042, s 144.725, p 22.222, p 65.622, p 193.780, d 23.613, d 90.107, f 28.830
rms radius: 1s 0.1829, 2s 0.9832, 2p 1.1055 bohr
Steepest free cc-pVTZ p: exponent 1.143 bohr^-2, rms radius 1.0458 bohr
Steepest free cc-pVTZ d: exponent 4.014 bohr^-2, rms radius 0.6603 bohr
Model s exponent 22.409, p exponent at largest K 56.022 bohr^-2
Largest K: 1.2409 Eh
K^2 for steepest free p / largest K^2: 1.606e-05
cc-pVTZ + diffuse shells: 43 functions, core -13.588 mEh
Core change: diffuse -0.619, tight -44.484 mEh
Uncontracted cc-pVTZ: 42 functions, cc -32.261, cv -17.900, core -50.161 mEh
One p shell added to cc-pVTZ: change of the 1s pair energy
  exponent 0.1 bohr^-2: -0.032 mEh
  exponent 0.6 bohr^-2: -0.411 mEh
  exponent 2.0 bohr^-2: -2.562 mEh
  exponent 6.0 bohr^-2: -1.722 mEh
  exponent 15.0 bohr^-2: -6.129 mEh
  exponent 40.0 bohr^-2: -16.695 mEh
  exponent 100.0 bohr^-2: -12.499 mEh
  exponent 250.0 bohr^-2: -3.886 mEh
CCSD(T) core part: cc-pVTZ -12.677, cc-pCVTZ -58.502 mEh, ratio 21.7 %
MP2 core part missed by cc-pVTZ against cc-pCVTZ: 44.48 mEh = 116.8 kJ/mol
```
